# Angular and energy distribution of fast-electron losses in a dielectric medium, part 2

A fast electron passes through matter and loses energy to the medium it polarizes. The problem is to find how often it loses a given energy while being deflected through a given angle. The work done by the induced field is already known; the probability is still to be found.

Hartree atomic units are used: the electron has charge $-1$ and mass $1$, and $\hbar=1$. The electrostatic equations are Gaussian, $\nabla^2\phi=-4\pi\rho$ in vacuum. The medium is homogeneous, isotropic, unbounded, linear and initially in its ground state.

The electron moves along $z$ on the path $\mathbf r=\mathbf vt$, with charge density $\rho=-\delta(\mathbf r-\mathbf vt)$. Fields are sums of waves $e^{i\mathbf q\cdot\mathbf r-i\omega t}$, with $\omega=\mathbf q\cdot\mathbf v$ for the electron's field. The wavevector $\mathbf q$ has the part $\mathbf q_\perp$ across the path and $\omega/v$ along it.

The longitudinal dielectric function is $\varepsilon(q,\omega)$, and the loss function is $L=\mathrm{Im}[-1/\varepsilon]$. Without retardation, the ratio of induced to applied potential is $1/\varepsilon-1$ (part (a)). The energy lost per unit path is

$$-\frac{dE}{dz}=\frac1{\pi^2v^2}\int d^2q_\perp\int_0^\infty d\omega\,\frac{\omega L(q,\omega)}{q_\perp^2+\omega^2/v^2}.\tag{1}$$

For one transverse wavevector the electron's own potential is (part (e))

$$\phi_{\rm ext}=-\frac{2\pi}{q_\perp}\,e^{-q_\perp|z-vt|}.$$

The model medium has $n$ bound electrons per unit volume, with binding frequency $\omega_0$, damping rate $\Gamma$ and $\omega_p^2=4\pi n$:

$$\varepsilon(\omega)=1+\frac{\omega_p^2}{\omega_0^2-\omega^2-i\Gamma\omega},\qquad L(\omega)=\frac{\omega_p^2\,\Gamma\omega}{(\Omega^2-\omega^2)^2+\Gamma^2\omega^2}.$$

Its longitudinal resonance is at $\Omega=\sqrt{\omega_0^2+\omega_p^2}$. The force $F_z$ on the electron at one $\mathbf q_\perp$, followed in time, gives the drag per unit path and per unit $d^2q_\perp$:

$$\frac{-F_z}{4\pi^2}=\frac{1}{2\pi}\,\frac{\omega_p^2}{q_\perp^2v^2+\Gamma q_\perp v+\Omega^2}.\tag{2}$$

Integrated over $q_\perp\le q_c$, with $\nu=\sqrt{\Omega^2-\Gamma^2/4}$, this gives the stopping power

$$S=\frac{\omega_p^2}{v^2}\left[\frac12\ln\frac{x^2+\Gamma x+\Omega^2}{\Omega^2}-\frac{\Gamma}{2\nu}\left(\arctan\frac{x+\Gamma/2}{\nu}-\arctan\frac{\Gamma}{2\nu}\right)\right]_{x=q_cv}.\tag{3}$$

The example uses $\omega_p=0.40$, $\omega_0=0.30$ and $\Gamma=0.10$ hartree, so $\Omega=0.50$ hartree, and $v=20$.

### (f) The number of losses

**Problem.** Equation (1) is a mean energy. Find the probability per unit path of a single loss $\omega$ with transverse wavevector $\mathbf q_\perp$.

**Solution.** An integral of energy times probability does not by itself determine the probability. The quantum states of the medium are needed.

Let the medium fill a large volume $V$, with ground state $|0\rangle$, excited states $|n\rangle$ and excitation energies $\omega_{n0}$. Let $\hat\rho_{\mathbf q}=\int d^3r\,\hat\rho(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}$ be a Fourier component of its charge density. The electron's Coulomb potential couples to this density through

$$H'(t)=-\frac1V\sum_{\mathbf q}\frac{4\pi}{q^2}\,\hat\rho_{\mathbf q}^\dagger\,e^{-i\mathbf q\cdot\mathbf v t}.$$

In a homogeneous medium $\hat\rho^\dagger_{\mathbf q}$ adds the momentum $\mathbf q$. A state of definite momentum is therefore reached through one component of $H'$. In first order its amplitude after a time $T$ is a constant times $\int_0^Tdt\,e^{i(\omega_{n0}-\mathbf q\cdot\mathbf v)t}$. For long $T$ the squared modulus of this integral tends to $2\pi T\,\delta(\omega_{n0}-\mathbf q\cdot\mathbf v)$. The transition rate for one $\mathbf q$ is

$$R_{\mathbf q}=2\pi\left(\frac{4\pi}{q^2V}\right)^2\sum_n|\langle n|\hat\rho_{\mathbf q}^\dagger|0\rangle|^2\,\delta(\omega_{n0}-\mathbf q\cdot\mathbf v).$$

The same matrix elements determine $\varepsilon$. Apply a weak potential $\Phi e^{i\mathbf q\cdot\mathbf r-i\omega t}$ plus its complex conjugate, switched on as $e^{\eta t}$ with $\eta\to0^+$. The perturbation is $\Phi\hat\rho_{\mathbf q}^\dagger e^{-i\omega t}+\Phi^*\hat\rho_{\mathbf q}e^{i\omega t}$. Integrating $i\dot c_n=\langle n|H'|0\rangle e^{i\omega_{n0}t}$ gives

$$c_n=-\frac{\Phi\langle n|\hat\rho_{\mathbf q}^\dagger|0\rangle e^{i(\omega_{n0}-\omega)t}}{\omega_{n0}-\omega-i\eta}-\frac{\Phi^*\langle n|\hat\rho_{\mathbf q}|0\rangle e^{i(\omega_{n0}+\omega)t}}{\omega_{n0}+\omega-i\eta}.$$

The induced density is $\langle\hat\rho_{\mathbf q}\rangle=\sum_n(\langle0|\hat\rho_{\mathbf q}|n\rangle c_ne^{-i\omega_{n0}t}+c_n^*e^{i\omega_{n0}t}\langle n|\hat\rho_{\mathbf q}|0\rangle)$. Its part proportional to $\Phi e^{-i\omega t}$ comes from the first term of $c_n$ and from the conjugate of the second. Poisson's equation turns this density into a potential through the factor $4\pi/(q^2V)$. The ratio of induced to applied potential is $1/\varepsilon-1$, as in part (a), so

$$\frac1\varepsilon-1=-\frac{4\pi}{q^2V}\sum_n\left[\frac{|\langle n|\hat\rho_{\mathbf q}^\dagger|0\rangle|^2}{\omega_{n0}-\omega-i\eta}+\frac{|\langle n|\hat\rho_{\mathbf q}|0\rangle|^2}{\omega_{n0}+\omega+i\eta}\right].$$

For $\omega>0$ the second denominator does not vanish and gives no imaginary part as $\eta\to0$. With $\mathrm{Im}\,(x-i\eta)^{-1}\to\pi\delta(x)$ the first term yields

$$L(q,\omega)=\frac{4\pi^2}{q^2V}\sum_n|\langle n|\hat\rho_{\mathbf q}^\dagger|0\rangle|^2\,\delta(\omega_{n0}-\omega).$$

This also shows that $L\ge0$ at positive frequencies for a medium in its ground state. Eliminating the sum from $R_{\mathbf q}$,

$$R_{\mathbf q}=2\pi\,\frac{16\pi^2}{q^4V^2}\,\frac{q^2V}{4\pi^2}\,L=\frac{8\pi}{q^2V}\,L(q,\omega),\qquad\omega=\mathbf q\cdot\mathbf v>0 .$$

The sum over $\mathbf q$ becomes $V\int d^3q/(2\pi)^3$. Using $d^3q=d^2q_\perp d\omega/v$, dividing by $v$ to pass from time to path, and noting $8\pi/(2\pi)^3=1/\pi^2$, one finds

$$\frac{d^3P}{dz\,d\omega\,d^2q_\perp}=\frac1{\pi^2v^2}\,\frac{L(q,\omega)}{q_\perp^2+\omega^2/v^2}.\tag{4}$$

Multiplication by $\omega$ gives the integrand of equation (1). The classical work is thus the number of losses times the energy of each, component by component. In a medium that is already excited the electron can also gain energy, and the work then measures losses minus gains.

### (g) A direct case: dilute oscillators

**Problem.** Check the magnitude of equation (4) for $n$ independent quantum oscillators per unit volume, of frequency $\omega_r$, with $n$ very small.

**Solution.** The field is taken as uniform across each oscillator, which requires $q^2\ll2\omega_r$ and matches an $\varepsilon$ without $q$-dependence. With $s=q_\perp v$, the potential of part (e) gives a transverse field of magnitude $2\pi e^{-s|t|}$ at an oscillator. The field along the path has the same magnitude but changes sign as the electron passes. Their Fourier transforms at $\omega_r$ have magnitudes $2\pi\cdot2s/(s^2+\omega_r^2)$ and $2\pi\cdot2\omega_r/(s^2+\omega_r^2)$. The sum of their squares is $16\pi^2/(s^2+\omega_r^2)$.

The matrix element of the displacement between the two lowest levels is $1/\sqrt{2\omega_r}$, so the excitation probability is this sum divided by $2\omega_r$. The oscillators are taken as isotropic, so the two field components excite independent modes and their probabilities add. The amplitude for an oscillator at transverse position $\mathbf b$ is the integral of these components times $e^{i\mathbf q_\perp\cdot\mathbf b}$ with the measure $d^2q_\perp/(2\pi)^2$. By Parseval's theorem, the integral of its squared modulus over $\mathbf b$ equals the integral of the squared components with the same measure. There are $n\,d^2b$ oscillators per unit path, so the probability per unit path and per unit $d^2q_\perp$ follows on multiplying by $n/(2\pi)^2$:

$$\frac{2n}{\omega_r(q_\perp^2v^2+\omega_r^2)} .$$

On the other side, a dilute medium with vanishing damping has $L\approx4\pi n\cdot\pi\delta(\omega^2-\omega_r^2)=(2\pi^2n/\omega_r)\,\delta(\omega-\omega_r)$. Integrating equation (4) over $\omega$ gives the same expression. The denominator is thus the joint result of the transverse field, which dominates for $s>\omega_r$, and the field along the path, which dominates for $s<\omega_r$.

For $v=20$ and $\omega_r=0.50$ hartree, numerical solution of the Schrödinger equation gives, per unit density, 13.79 bohr$^4$ at $q_\perp=0.01$ and 0.941 bohr$^4$ at $q_\perp=0.10$. Equation (4) gives the same values to these digits. Both hold for the uniform field. The full matrix element of $e^{i\mathbf q\cdot\mathbf r}$ between the two levels multiplies the probability by $e^{-q^2/(2\omega_r)}$, which lowers the second value by about 1 percent.

### (h) The angular law

**Problem.** Express equation (4) through the scattering angle $\theta$, and find the leading effect of recoil.

**Solution.** The initial momentum is $k_0=v$. For small angles and losses, $q_\perp=v\theta$ and $d^2q_\perp=v^2d\Omega_s$, where $d\Omega_s$ is the element of solid angle. The denominator becomes $v^2\theta^2+\omega^2/v^2=v^2(\theta^2+\theta_E^2)$, and its factor $v^2$ cancels the one from $d^2q_\perp$:

$$\boxed{\frac{d^3P}{dz\,d\omega\,d\Omega_s}=\frac1{\pi^2v^2}\,\frac{\mathrm{Im}[-1/\varepsilon(q,\omega)]}{\theta^2+\theta_E^2},\qquad\theta_E=\frac{\omega}{v^2}}\tag{5}$$

The characteristic angle $\theta_E$ is the ratio of the momentum lost along the path, $\omega/v$, to the momentum $v$. If $\varepsilon$ does not depend on $q$, the probability at $\theta_E$ is half that in the forward direction. Otherwise $L$ changes with angle too.

With recoil, the final momentum is $k_1=\sqrt{v^2-2\omega}$, and

$$q^2=k_0^2+k_1^2-2k_0k_1\cos\theta=(k_0-k_1)^2+4k_0k_1\sin^2(\theta/2).$$

The rate per final state is still $8\pi L/(q^2V)$, but the sum now runs over final momenta. Since $k_1dk_1=d\omega$ in magnitude, $d^3k_1=k_1\,d\omega\,d\Omega_s$. Division by $v=k_0$ gives the first-order Born result $(k_1/k_0)L/(\pi^2q^2)$, without exchange between the fast electron and those of the medium.

To first order in $\theta_E$, $k_1/k_0=1-\theta_E$ and $(k_0-k_1)^2=v^2\theta_E^2(1+\theta_E)$. In the forward direction, at fixed $L$, equation (5) is therefore changed by the factor $1-2\theta_E$. For $\theta\gg\theta_E$, with $\theta$ still small, $q^2\approx k_0k_1\theta^2$, and the factor $k_1/k_0$ cancels.

### (i) Retardation

**Problem.** Estimate the effect of the finite speed of light $c$ for a local, nonmagnetic medium.

**Solution.** For one Fourier component Maxwell's equations give

$$q^2\mathbf E-\mathbf q(\mathbf q\cdot\mathbf E)-\frac{\omega^2}{c^2}\varepsilon\mathbf E=\frac{4\pi i\omega}{c^2}\mathbf j .$$

The current is $\mathbf j=\rho\mathbf v$. Along $\mathbf q$ the first two terms cancel, which returns the earlier result. Across $\mathbf q$ there is a new field $\mathbf E_T=(4\pi i\omega/c^2)\,\mathbf j_T/(q^2-\varepsilon\omega^2/c^2)$. The squared velocity across $\mathbf q$ is $v^2-\omega^2/q^2$. Let $\beta=v/c$ and $x=\omega^2/(v^2q^2)=\theta_E^2/(\theta^2+\theta_E^2)$. The work then contains, in place of $L/q^2$,

$$\frac1{q^2}\left\{L+\beta^2(1-x)\,\mathrm{Im}\,\frac1{1-\varepsilon\beta^2x}\right\}.$$

For $\beta^2|\varepsilon|\ll1$ the last fraction is $1+\varepsilon\beta^2x$. Its leading term is real and drops out. Relative to $L=\mathrm{Im}\,\varepsilon/|\varepsilon|^2$, the correction is $\beta^4x(1-x)|\varepsilon|^2$, which is at most $\beta^4|\varepsilon|^2/4$ at this order.

The estimate fails in a transparent medium with $\beta^2\varepsilon>1$. The denominator then vanishes at some angle, and the electron emits Cherenkov radiation.

Relativistic momentum enters separately. With $\gamma=(1-\beta^2)^{-1/2}$, $q_\perp=\gamma v\theta$. The prefactor in equation (5) is unchanged, but $\theta_E$ becomes $\omega/(\gamma v^2)$.

### (j) A finite aperture, with numbers

**Problem.** Collect all electrons with $\theta\le\theta_c$. For the bound-charge model with $\omega_p=0.40$, $\omega_0=0.30$, $\Gamma=0.10$ hartree, $v=20$ and $\theta_c=20$ mrad, find the loss probabilities, the mean free path and the stopping power.

**Solution.** Since $\varepsilon$ is independent of $q$ here, the angular integral is $\int_0^{\theta_c}2\pi\theta\,d\theta/(\theta^2+\theta_E^2)=\pi\ln(1+\theta_c^2/\theta_E^2)$, and

$$\frac{d^2P}{dz\,d\omega}=\frac{L(\omega)}{\pi v^2}\,\ln\left(1+\frac{\theta_c^2}{\theta_E^2}\right).\tag{6}$$

The kinetic energy is $v^2/2=200$ hartree, or 5.44 keV. At the loss $\omega=0.50$ hartree, $\theta_E=0.50/400=1.25$ mrad. The dielectric function is $1-0.16/(0.16+0.05i)=0.089+0.285i$, which gives $L=3.20$. In the forward direction equation (5) yields

$$\frac{3.20}{\pi^2\cdot400\cdot(1.25\times10^{-3})^2}=519$$

per bohr, hartree and steradian. At 1.25, 5 and 20 mrad the denominator is 2, 17 and 257 times larger, and the values are 259, 30.5 and 2.02.

The logarithm in equation (6) is $\ln257=5.55$, so the probability in the aperture is $3.20\times5.55/(400\pi)=0.0141$ per bohr and hartree. A fraction $\ln2/5.55=0.125$ of these electrons lies within $\theta_E$. Half of them lie within the angle at which the logarithm reaches half its full value, $\theta_E\sqrt{\sqrt{257}-1}=4.85$ mrad. The forward peak is high, but most of the losses lie outside $\theta_E$.

Integrating equation (6) over $\omega$ numerically gives $2.09\times10^{-3}$ losses per bohr. The inverse, 479 bohr or 25.3 nm, is the mean free path for losses that keep the electron within the aperture. The logarithm in equation (6) grows with $\theta_c$, so counting larger deflections as well gives a shorter mean free path. The single-loss formula describes paths much shorter than the mean free path for all losses.

For the stopping power, $q_c=v\theta_c=0.40$ and $q_cv=8$. The bracket in equation (3) is $2.781-0.142=2.639$, and

$$S=\frac{0.16}{400}\times2.639=1.056\times10^{-3}\ \text{hartree/bohr},$$

or 0.543 eV/nm. The frequency integral of $\omega$ times equation (6) gives the same value. The mean loss per event is $1.056\times10^{-3}/(2.09\times10^{-3})=0.505$ hartree.

At this loss, recoil changes equation (5) by at most 0.25 percent within the aperture, in agreement with $2\theta_E$. Retardation changes the probability by at most 0.40 percent for the losses examined, 0.05 to 1.5 hartree. The relativistic factor is larger: $\gamma-1=0.011$ lowers $\theta_E$ by about 1 percent and raises the forward probability by about 2 percent. The numbers above leave it out. They also depend on the aperture and on a response without $q$-dependence, and they omit surfaces. The condition $q^2\ll2\omega_r$ of part (g) is only roughly met at the edge of the aperture, where $q_c^2/(2\omega_r)$ is 0.16 for $\omega_r=0.50$ and 0.27 for $\omega_r=0.30$ hartree. For dilute quantum oscillators of these frequencies the factor $e^{-q^2/(2\omega_r)}$ would lower the one-quantum probability at 20 mrad by 15 to 23 percent. The number of losses in the whole aperture, counting excitations of several quanta, would fall by only 1 to 2 percent. The numerical check checks the drag, the probabilities and the recoil and retardation corrections numerically; for the relativistic factor it only prints $\gamma-1$.

## Values computed for the example and the checks

```
speed v = 20.0 a.u.
kinetic energy v^2/2 = 200.0 hartree = 5.442 keV
(v/c)^2 = 0.02130
Lorentz factor minus 1 = 0.01082
wp, w0, gamma = 0.40, 0.30, 0.10 hartree
aperture theta_c = 20.0 mrad
aperture wavevector q_c = 0.400 1/bohr
longitudinal resonance = 0.5000 hartree = 13.606 eV
maximum of Im eps at 0.2958 hartree
maximum of Im(-1/eps) at 0.4975 hartree
At loss 0.5000 hartree:
  Re eps = 0.0890, Im eps = 0.2847
  Im(-1/eps) = 3.2000
  theta_E = 1.2500 mrad
  P at 0.00 mrad = 518.76 per bohr hartree sr
  P at 1.25 mrad = 259.38 per bohr hartree sr
  P at 5.00 mrad = 30.516 per bohr hartree sr
  P at 20.00 mrad = 2.0185 per bohr hartree sr
  log factor ln(1+theta_c^2/theta_E^2) = 5.5491
  P in aperture = 1.41306e-02 per bohr hartree
  same, Born with recoil = 1.41242e-02 per bohr hartree
  fraction inside theta_E = 0.1249
  median angle = 4.846 mrad
Integrated over all losses, inside the aperture:
  inverse mean free path = 2.08918e-03 1/bohr
  mean free path = 478.66 bohr = 25.33 nm
  stopping power, frequency = 1.055650e-03 hartree/bohr
  stopping power, time = 1.055650e-03 hartree/bohr
  stopping power = 0.5428 eV/nm
  mean loss per event = 0.5053 hartree
Drag per unit d2q at q = 0.10 1/bohr (hartree bohr):
  from motion in time = 0.0057224
  from loss function = 0.0057224
Quantum oscillator, resonance 0.50 hartree,
probability per path, d2q and density (bohr^4):
  q = 0.01 1/bohr: Schroedinger 13.79287, formula 13.78895
  q = 0.10 1/bohr: Schroedinger 0.94118, formula 0.94087
largest recoil correction = 0.250 percent
largest retardation correction = 0.397 percent
```
